# Golden-Rule Meaning of the On-Shell G0W0 Imaginary Self-Energy: verification in Python

```python
"""Result under test (Hartree atomic units, zero temperature):
rate = -2 Im Sigma(k, e_k) = 2 int d^3q/(2 pi)^3 v(q) L(q, e_k-e_{k-q}),
with the final electron energy between the Fermi energy and e_k.
Here v = 4 pi/q^2, L = Im(-1/eps), eps is the RPA dielectric function,
k is the electron momentum, q the momentum transfer, w the energy transfer,
kF the Fermi momentum and xi = (k^2-kF^2)/2 the energy above the Fermi level.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
rs = 4.0
kF = (9*pi/4)**(1/3)/rs
fermi_energy = kF**2/2
plasma_frequency = np.sqrt(3/rs**3)
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
time_fs = constants.physical_constants["atomic unit of time"][0]*1e15


def unit_gauss(n):
    x, weight = np.polynomial.legendre.leggauss(n)
    return (x+1)/2, weight/2


u, wu = unit_gauss(100)
# Cluster nodes at both ends, where continuum edges can be sharp.
step = u**3*(10-15*u+6*u**2)
step_weight = 30*u**2*(1-u)**2*wu


def panel(low, high):
    low = np.asarray(low)[..., None]
    width = np.asarray(high)[..., None]-low
    return low+width*step, width*step_weight


def disk_integral(a):
    return 2*a+(1-a*a)*(np.log(a+1)-np.log(a-1))


def eps(q, w):
    z = w+1e-14j*q  # selects the retarded side of the real axis
    minus = (z-q*q/2)/(kF*q)
    plus = (z+q*q/2)/(kF*q)
    return 1-kF**2/(pi*q**3)*(disk_integral(minus)-disk_integral(plus))


def loss(q, w):
    return (-1/eps(q, w)).imag


def pair_edge(q):
    return kF*q+q*q/2


q_critical = brentq(lambda q: eps(q, pair_edge(q)).real,
                    0.3*kF, 2*kF, xtol=1e-15)


def plasmon_energy(q):
    edge = pair_edge(q)
    return brentq(lambda w: eps(q, w).real, edge,
                  3*edge+5*plasma_frequency, xtol=1e-15)


def plasmon_weight(q):
    z = plasmon_energy(q)+1e-14j*q

    def derivative(a):
        return 4-2*a*(np.log(a+1)-np.log(a-1))
    difference = (derivative((z-q*q/2)/(kF*q))
                  - derivative((z+q*q/2)/(kF*q)))
    slope = (-kF/(pi*q**4)*difference).real
    return pi/slope


def pair_rate(k):
    xi = (k*k-kF*kF)/2
    edges = sorted([0.0, k-kF, 2*kF, q_critical, k+kF])
    total = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        q, wq = panel(left, right)
        low = np.maximum(0, q*q/2-kF*q)
        top = np.minimum(xi, pair_edge(q))
        middle = np.minimum(np.maximum(kF*q-q*q/2, low), top)
        inner = np.zeros_like(q)
        for start, end in ((low, middle), (middle, top)):
            w, ww = panel(start, end)
            inner += np.sum(loss(q[:, None], w)*ww, axis=1)
        total += np.sum(wq*inner/q)
    return 2*total/(pi*k)


def plasmon_rate(k):
    assert k > kF+q_critical  # the upper limit is then q_critical
    q_min = brentq(lambda q: k*q-q*q/2-plasmon_energy(q),
                   0.1*kF, q_critical)
    q, wq = panel(q_min, q_critical)
    weights = np.array([plasmon_weight(x) for x in q])
    return 2/(pi*k)*np.sum(wq*weights/q), q_min


def contour_rate(k, extra_break=None):
    """Total rate from an upper-half-plane path, without locating poles."""
    xi = (k*k-kF*kF)/2
    edges = [0.0, k-kF, 2*kF, q_critical, k+kF, 2*k]
    if extra_break is not None:
        edges.append(extra_break)
    edges.sort()
    total = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        q, wq = panel(left, right)
        top = np.minimum(xi, q*(k-q/2))
        s, ws = panel(np.zeros_like(top), top)
        qq = q[:, None]
        tt = top[:, None]
        path = (-1j/eps(qq, 1j*s)-1/eps(qq, s+1j*tt)
                + 1j/eps(qq, tt+1j*s))
        inner = np.sum(path*ws, axis=1).imag
        total += np.sum(wq*inner/q)
    return 2*total/(pi*k)


def ring_self_energies():
    """Compare direct G0*W quadrature with diagonalized RPA excitations."""
    sites = 10
    energy = -2*np.cos(2*pi*np.arange(sites)/sites)
    occupied = np.isin(np.arange(sites), [0, 1, 2, 8, 9])
    k = 5
    E = energy[k]
    offset, broadening = 0.2, 0.4
    x, wx = unit_gauss(800)
    real_part = 2*x/(1-x)
    real_weight = 2*wx/(1-x)**2
    y, wy = unit_gauss(60)
    # This path separates positive from negative excitation poles.
    z = np.concatenate([-real_part-1j*offset,
                        1j*offset*(2*y-1), real_part+1j*offset])
    dz = np.concatenate([real_weight, 2j*offset*wy, real_weight])
    by_quadrature = 0j
    by_states = 0j
    for q in range(1, sites):
        v = 2/(1+4*np.sin(pi*q/sites)**2)
        gaps = np.array([energy[(p+q) % sites]-energy[p]
                         for p in range(sites)
                         if occupied[p] and not occupied[(p+q) % sites]])
        chi0 = 4/sites*np.sum(gaps/(z[:, None]**2-gaps**2), axis=1)
        screened_change = v/(1-v*chi0)-v
        final = (k-q) % sites
        sign = -1 if occupied[final] else 1
        green = 1/(E+z-energy[final]+1j*sign*broadening)
        by_quadrature += (1j/(2*pi*sites)
                          * np.sum(dz*green*screened_change))
        root = np.sqrt(gaps)
        matrix = np.diag(gaps**2)+4*v/sites*np.outer(root, root)
        squared, vectors = np.linalg.eigh(matrix)
        excitation = np.sqrt(squared)
        density_squared = 2*(root @ vectors)**2/excitation
        denominator = (E-energy[final]-sign*excitation
                       + 1j*sign*broadening)
        by_states += np.sum(v*v*density_squared/sites**2/denominator)
    return by_quadrature, by_states


# Frequency convolution against the many-excitation sum.
ring_direct, ring_sum = ring_self_energies()
assert abs(ring_direct-ring_sum) < 1e-8

# Closed dielectric function against its defining momentum integral.
q_test = 0.7*kF
z_test = 0.2+0.1j
x, wx = unit_gauss(180)
p = kF*x[:, None]
cosine = 2*x[None, :]-1
gap = p*q_test*cosine+q_test**2/2
integrand = p*p*(1/(z_test-gap)-1/(z_test+gap))
chi0_direct = (2/(2*pi)**2*kF*2
               * np.sum(wx[:, None]*wx[None, :]*integrand))
eps_direct = 1-4*pi/q_test**2*chi0_direct
assert abs(eps_direct-eps(q_test, z_test)) < 1e-8

# Pair continuum plus plasmon against the density sum rule.
break_w = kF*q_test-q_test**2/2
moment = plasmon_energy(q_test)*plasmon_weight(q_test)
for start, end in ((0.0, break_w), (break_w, pair_edge(q_test))):
    w, ww = panel(start, end)
    moment += np.sum(w*loss(q_test, w)*ww)
sum_rule_ratio = moment/(pi*plasma_frequency**2/2)
assert abs(sum_rule_ratio-1) < 1e-4

# Pair production by explicit screened two-electron collisions.
k_low = 1.5*kF
xi_low = (k_low**2-kF**2)/2
rate_low = pair_rate(k_low)
rng = np.random.default_rng(42)
samples = 1_000_000
final_k = (kF**3+(k_low**3-kF**3)*rng.random(samples))**(1/3)
angle = 2*rng.random(samples)-1
q = np.sqrt(k_low**2+final_k**2-2*k_low*final_k*angle)
w = (k_low**2-final_k**2)/2
parallel = w/q-q/2
perpendicular2 = kF**2*rng.random(samples)
allowed = ((parallel**2+perpendicular2 < kF**2)
           & ((parallel+q)**2+perpendicular2 > kF**2))
shell = 4*pi/3*(k_low**3-kF**3)
prefactor = 2*pi*shell/(2*pi)**3*2*pi*kF**2/(2*pi)**3
values = prefactor*abs(4*pi/(q*q*eps(q, w)))**2*allowed/q
rate_collisions = np.mean(values)
collision_error = np.std(values)/np.sqrt(samples)
assert collision_error/rate_low < 0.005
assert abs(rate_collisions-rate_low) < 4*collision_error

# Total rate with plasmons against a pole-free integration path.
k_high = 2.2*kF
xi_high = (k_high**2-kF**2)/2
pair_high = pair_rate(k_high)
plasmon_high, q_min = plasmon_rate(k_high)
rate_high = pair_high+plasmon_high
rate_contour = contour_rate(k_high, q_min)
assert abs(rate_contour/rate_high-1) < 1e-3

# The predicted plasmon threshold must separate the two regimes.
threshold = minimize_scalar(lambda q: plasmon_energy(q)/q+q/2,
                            bounds=(0.3*q_critical, q_critical),
                            method="bounded", options={"xatol": 1e-10})
k_threshold = threshold.fun
below = contour_rate(0.98*k_threshold)/pair_rate(0.98*k_threshold)
above = contour_rate(1.02*k_threshold)/pair_rate(1.02*k_threshold)
assert abs(below-1) < 1e-3
assert above > 1.02

# Low-energy phase-space law; its first correction is of order xi/EF.
q, wq = panel(0.0, 2*kF)
coefficient = 2/(pi*kF)*np.sum(wq/(q**4*eps(q, 0.0).real**2))
k_near = 1.001*kF
xi_near = (k_near**2-kF**2)/2
low_energy_ratio = pair_rate(k_near)/(coefficient*xi_near**2)
assert abs(low_energy_ratio-1) < 0.02

# A level with Im Sigma = -1/2 must have probability decay rate one.
spacing = 0.1
band = spacing*np.arange(-600, 601)
hamiltonian = np.diag(np.concatenate([[0.0], band]))
coupling = np.sqrt(0.5*spacing/pi)
hamiltonian[0, 1:] = coupling
hamiltonian[1:, 0] = coupling
levels, states = np.linalg.eigh(hamiltonian)
survival = abs(np.sum(states[0]**2*np.exp(-1j*levels)))**2
# The finite bandwidth limits this comparison to about one percent.
assert abs(survival/np.exp(-1)-1) < 0.02


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Density parameter rs", rs, "bohr")
show("Fermi momentum", kF, "1/bohr")
show("Fermi energy", fermi_energy, "Ha")
show("Long-wave plasmon energy", plasma_frequency, "Ha")
show("Plasmon merges with pairs at q", q_critical, "1/bohr")
show("Plasmon emission threshold k/kF", k_threshold/kF)
show("Threshold energy above Fermi level",
     (k_threshold**2-kF**2)/2, "Ha")
q_sample, w_sample = kF, xi_low/2
eps_sample = eps(q_sample, w_sample)
show("Sample momentum transfer", q_sample, "1/bohr")
show("Sample energy transfer", w_sample, "Ha")
show("Sample Re eps", eps_sample.real)
show("Sample Im eps", eps_sample.imag)
show("Sample loss function", loss(q_sample, w_sample))
for name, k, xi, rate in (("Low electron", k_low, xi_low, rate_low),
                          ("High electron", k_high, xi_high, rate_high)):
    show(name+" k/kF", k/kF)
    show(name+" momentum", k, "1/bohr")
    show(name+" energy above Fermi level", xi, "Ha")
    show(name+" Im Sigma", -rate/2, "Ha")
    show(name+" Im Sigma converted", -rate*hartree_eV/2, "eV")
    show(name+" hbar times rate", rate, "Ha")
    show(name+" lifetime", time_fs/rate, "fs")
    show(name+" mean free path", k/rate, "bohr")
show("High electron pair rate", pair_high, "atomic units")
show("High electron plasmon rate", plasmon_high, "atomic units")
show("High electron plasmon share", 100*plasmon_high/rate_high, "percent")
show("High electron smallest plasmon q", q_min, "1/bohr")
show("Low-energy coefficient C", coefficient, "1/Ha")
show("Near-Fermi test k/kF", k_near/kF)
show("Near-Fermi rate / quadratic law", low_energy_ratio)
show("Ring Im Sigma by quadrature", ring_direct.imag, "hopping units", 9)
show("Ring Im Sigma by states", ring_sum.imag, "hopping units", 9)
show("Sum-rule ratio", sum_rule_ratio, digits=8)
show("Low electron collision rate", rate_collisions, "atomic units")
show("Collision standard error", collision_error, "atomic units", 3)
show("High electron contour rate", rate_contour, "atomic units")
show("Contour/pair ratio at 0.98 threshold k", below)
show("Contour/pair ratio at 1.02 threshold k", above)
show("Survival after one predicted lifetime", survival)
show("Exponential survival", np.exp(-1))
print("no test failed")
```

Printed output:

```
Density parameter rs: 4 bohr
Fermi momentum: 0.47979 1/bohr
Fermi energy: 0.115099 Ha
Long-wave plasmon energy: 0.216506 Ha
Plasmon merges with pairs at q: 0.453584 1/bohr
Plasmon emission threshold k/kF: 1.91512
Threshold energy above Fermi level: 0.307046 Ha
Sample momentum transfer: 0.47979 1/bohr
Sample energy transfer: 0.0719369 Ha
Sample Re eps: 3.0813
Sample Im eps: 1.30265
Sample loss function: 0.116399
Low electron k/kF: 1.5
Low electron momentum: 0.719684 1/bohr
Low electron energy above Fermi level: 0.143874 Ha
Low electron Im Sigma: -0.0104853 Ha
Low electron Im Sigma converted: -0.285319 eV
Low electron hbar times rate: 0.0209706 Ha
Low electron lifetime: 1.15347 fs
Low electron mean free path: 34.3187 bohr
High electron k/kF: 2.2
High electron momentum: 1.05554 1/bohr
High electron energy above Fermi level: 0.44198 Ha
High electron Im Sigma: -0.0907832 Ha
High electron Im Sigma converted: -2.47034 eV
High electron hbar times rate: 0.181566 Ha
High electron lifetime: 0.133223 fs
High electron mean free path: 5.81351 bohr
High electron pair rate: 0.100819 atomic units
High electron plasmon rate: 0.0807476 atomic units
High electron plasmon share: 44.4728 percent
High electron smallest plasmon q: 0.260471 1/bohr
Low-energy coefficient C: 2.11084 1/Ha
Near-Fermi test k/kF: 1.001
Near-Fermi rate / quadratic law: 0.998177
Ring Im Sigma by quadrature: -0.031906688 hopping units
Ring Im Sigma by states: -0.031906688 hopping units
Sum-rule ratio: 1
Low electron collision rate: 0.0209312 atomic units
Collision standard error: 5.22e-05 atomic units
High electron contour rate: 0.181566 atomic units
Contour/pair ratio at 0.98 threshold k: 1
Contour/pair ratio at 1.02 threshold k: 1.4831
Survival after one predicted lifetime: 0.369798
Exponential survival: 0.367879
no test failed
```
